# Transverse Impact Velocity of Ions Crossing a Magnetized Planar Sheath

Let $x$ measure distance from the edge of a planar sheath, at $x=0$, to the wafer, at $x=s$. A uniform, steady magnetic field of strength $B$ points along $z$, parallel to the wafer, and $y$ is the remaining direction in the wafer plane, chosen so that $(x,y,z)$ is right-handed. An ion of mass $M$ and charge $+e$ enters at $x=0$ with velocity components $v_x(0)>0$, $v_y(0)$ and $v_z(0)$. The sheath is planar in the sense that its electric field has the single component $E_x(x,t)$, which may vary with depth and time but not across the wafer. The ion makes no collision between $x=0$ and $x=s$. SI units are used in the formulas, and

$$
\omega_c=\frac{eB}{M}
$$

denotes the ion cyclotron frequency.

The claim is that an ion which reaches the wafer has changed its transverse velocity by $-eBs/M$ along $y$, whatever function $E_x(x,t)$ may be. If it entered along the normal, its transverse impact speed is therefore $eBs/M$. The comparison between potentials is made at fixed $s$; a change of voltage that also changes the thickness of the sheath changes the deflection through $s$.

The force on the ion is $e(\mathbf E+\mathbf v\times\mathbf B)$. With $\mathbf B=(0,0,B)$ the cross product is

$$
\mathbf v\times\mathbf B=(v_yB,\,-v_xB,\,0),
$$

so the three equations of motion are

$$
M\frac{dv_x}{dt}=eE_x(x,t)+eBv_y,
$$

$$
M\frac{dv_y}{dt}=-eBv_x,\qquad M\frac{dv_z}{dt}=0 .
$$

The electric field appears in the first equation and in neither of the others. The third says that $v_z$ keeps its initial value. In the second, $v_x$ is the rate of change of the ion's own depth, $v_x=dx/dt$. Dividing by $M$ and moving everything to one side gives

$$
\frac{dv_y}{dt}+\omega_c\frac{dx}{dt}=\frac{d}{dt}\left(v_y+\omega_c x\right)=0 ,
$$

where $\omega_c$ could be taken inside the derivative because $B$ is uniform and steady. The quantity in brackets is constant along the path. At entry $x=0$, so the constant is $v_y(0)$, and at any depth

$$
v_y(x)=v_y(0)-\omega_c x .
$$

Setting $x=s$ gives

$$
v_y(s)=v_y(0)-\frac{eBs}{M},
$$

and for $v_y(0)=v_z(0)=0$ the transverse impact speed is

$$
v_\perp=\frac{eBs}{M}.
$$

The minus sign gives the direction: an ion moving toward $+x$ in a field along $+z$ is pushed toward $-y$.

The reason for the independence can be read from the second equation of motion written as $dv_y=-\omega_c\,dx$. A fast ion feels a larger magnetic force, in proportion to $v_x$, but spends less time in each layer, in proportion to $1/v_x$. The product is the same sideways impulse per unit depth at any speed. If an oscillating field drives the ion backward for a while, the impulse collected on the way back cancels that collected on the same stretch going forward, and only the net depth counts.

Other properties of the flight do depend on the potential. Take a steady sheath and let $\Phi(x)$ be the potential drop from the edge to depth $x$, with $\Phi(0)=0$ and $\Phi(s)=V$. The magnetic force is perpendicular to the velocity and does no work, so the kinetic energy grows by $e\Phi$. For entry along the normal at speed $u_0$,

$$
\frac M2\left(v_x^2+v_y^2\right)=\frac M2u_0^2+e\Phi(x).
$$

Inserting $v_y=-\omega_cx$ and solving for the normal component,

$$
v_x^2(x)=u_0^2+\frac{2e\Phi(x)}{M}-\omega_c^2x^2 .
$$

Since $dt=dx/v_x$ and $dy=v_y\,dt$, the transit time $t_s$ and the sideways displacement $\Delta$, counted toward $-y$, are

$$
t_s=\int_0^s\frac{dx}{v_x(x)},\qquad
\Delta=\int_0^s\frac{\omega_c x}{v_x(x)}\,dx .
$$

Both contain $\Phi(x)$ at every depth. The profile thus affects when and where the ion lands, but not its transverse velocity on landing.

The expression for $v_x^2$ also gives the condition for landing at all. The ion reaches the wafer if $v_x^2(x)$ stays positive for every $x$ from the edge up to the wafer. At $x=s$ this requires $\omega_cs<v$, where

$$
v^2=u_0^2+\frac{2eV}{M}
$$

is the square of the total impact speed. In terms of the field,

$$
B<\frac{Mv}{es}.
$$

This is necessary but not sufficient. Choose a field for which $\omega_c^2s^2=v^2/2$, and let $u_0^2=0.005\,v^2$, which is close to the example below. With $q=x/s$, a potential that drops linearly gives

$$
\frac{v_x^2}{v^2}=0.005+0.995\,q-0.5\,q^2 ,
$$

which is positive from $q=0$ to $q=1$, so the ion lands. If the same total drop is concentrated near the wafer, $\Phi=Vq^8$, then

$$
\frac{v_x^2}{v^2}=0.005+0.995\,q^8-0.5\,q^2 .
$$

This is again about $0.5$ at the wafer, but it falls to zero near $q=0.1$, where the eighth power is negligible and $0.5\,q^2=0.005$. The ion turns back there, long before it could collect the energy waiting for it. The profile can therefore decide whether an ion lands, though not the transverse velocity of one that does.

The impact angle $\theta$, measured from the wafer normal, follows from the ratio of transverse to total speed. In a steady sheath,

$$
\sin\theta=\frac{v_\perp}{v}=\frac{eBs}{M\sqrt{u_0^2+2eV/M}} .
$$

It depends on the total drop $V$ but not on how the drop is distributed. When $eV$ is much larger than the entry energy $Mu_0^2/2$ and the angle is small, this becomes

$$
\theta\approx\frac{eBs}{M}\sqrt{\frac{M}{2eV}}=Bs\sqrt{\frac{e}{2MV}} .
$$

At fixed $s$ and $V$ the angle falls as $M^{-1/2}$, and at fixed $s$ it falls as $V^{-1/2}$. The transverse velocity is unaffected by $V$; the ion merely arrives with more normal velocity.

In a real sheath $s$ usually does not stay fixed when $V$ changes. A simple model shows how much this matters. Suppose that the sheath contains ions but no electrons, that the ion current density $J$ is the same at every depth, that the ions start with negligible speed, and that the magnetic force hardly alters their normal motion. Their speed is then $\sqrt{2e\Phi/M}$ and their charge density is $J$ divided by that speed. Because $\Phi$ is a drop, the opposite in sign to the change of potential, Poisson's equation reads

$$
\frac{d^2\Phi}{dx^2}=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e\Phi}} .
$$

The trial function $\Phi=V(x/s)^{4/3}$ has zero drop and zero field at the edge. Its second derivative is

$$
\frac{d^2\Phi}{dx^2}=\frac43\cdot\frac13\,\frac{V}{s^2}\left(\frac xs\right)^{-2/3},
$$

while the right-hand side becomes

$$
\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2eV}}\left(\frac xs\right)^{-2/3}.
$$

The powers of $x$ agree, and equating the coefficients gives

$$
J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V^{3/2}}{s^2}.
$$

At fixed current density, $s^2\propto V^{3/2}$, hence $s\propto V^{3/4}$. The transverse speed then also grows as $V^{3/4}$, and the angle as $V^{3/4}V^{-1/2}=V^{1/4}$. Raising the voltage brings the impact closer to the normal if the thickness is held fixed, and tilts it slightly further from the normal if the current density is held fixed.

For numbers, consider singly charged argon ions under conditions resembling low-pressure magnetically enhanced reactive ion etching: $B=10$ mT, $s=2$ mm, $V=300$ V and an electron temperature of 3 eV. These are round values. The ion mass is $6.634\times10^{-26}$ kg. The ions are taken to enter along the normal at the Bohm speed $u_0=\sqrt{eT_e/M}$, with $T_e$ in volts, which is 2692 m/s. The cyclotron frequency is

$$
\omega_c=\frac{(1.602\times10^{-19})(0.010)}{6.634\times10^{-26}}
=2.415\times10^{4}\ \text{rad/s},
$$

and the transverse impact speed is

$$
v_\perp=(2.415\times10^{4})(2\times10^{-3})=48.3\ \text{m/s}.
$$

The entry energy is $T_e/2$, or 1.5 eV, so the impact energy is 301.5 eV and the total speed is 38 160 m/s. The angle follows from

$$
\sin\theta=\frac{48.3}{38\,160}=1.27\times10^{-3},\qquad \theta=0.073^\circ .
$$

The transverse motion carries 0.48 meV, a negligible part of the impact energy. The field at which $\omega_cs$ would equal $v$ is 7.9 T. That alone does not guarantee arrival at 10 mT, but the entry speed does: $u_0$ is far larger than $\omega_cs$, and $\Phi$ is never negative in the profiles considered next, so $v_x^2$ stays positive at every depth.

Numerical integration of the full Lorentz force through four steady profiles, all with the same $s$ and $V$, gives the following.

| Potential drop | Transit (ns) | Displacement (µm) | $v_\perp$ (m/s) |
|---|---:|---:|---:|
| Linear | 97.9 | 1.680 | 48.3 |
| $(x/s)^{4/3}$ | 122.2 | 1.876 | 48.3 |
| $(x/s)^2$ | 175.7 | 2.365 | 48.3 |
| Field reversing | 83.9 | 1.695 | 48.3 |

The last profile is $\Phi/V=q+(1.5/2\pi)\sin 2\pi q$, whose field points away from the wafer over part of the sheath. The transit times differ by a factor of about two, yet the transverse speeds agree.

The linear case can be checked by hand. The magnetic change of $v_x$ is negligible here, so the acceleration is constant, the mean speed is $(u_0+v)/2$, and

$$
t_s=\frac{2s}{u_0+v}=\frac{4\times10^{-3}}{40\,850}\ \text{s}=97.9\ \text{ns}.
$$

Among the first three profiles, the parabolic drop takes longest because $(x/s)^2$ is smaller than $(x/s)^{4/3}$ and $x/s$ at every depth inside the sheath, so the ion has gained the least energy there and is slowest. The reversing profile shows that transit time and displacement need not rank the profiles in the same order: it has a shorter transit than the linear drop but a slightly larger displacement. Its sine term is positive in the first half of the sheath and negative in the second, so the ion is faster than in the linear case at small $x$ and slower at large $x$. The displacement integral carries the weight $x$, which favors the slower second half.

Doubling the voltage at fixed thickness leaves the transverse speed at 48.3 m/s, and doubling the thickness at fixed voltage raises it to 96.6 m/s. If instead the current density is fixed and the space-charge law is used, doubling the voltage thickens the sheath from 2 to 3.36 mm and raises the transverse speed to 81.2 m/s. For the original voltage and thickness that law gives a current density of 1.12 mA/cm², which at the Bohm speed corresponds to an ion density of $2.6\times10^{10}$ cm$^{-3}$ at the edge. The law assumes ions starting from rest, whereas the trajectories start at the Bohm speed, so these values are estimates. The entry speed can be included in the same electron-free model, with zero field at the edge. Let $W=Mu_0^2/(2e)$, which is 1.5 V here. The ion speed is then $\sqrt{2e(\Phi+W)/M}$, and multiplying Poisson's equation by $d\Phi/dx$ and integrating from the edge gives

$$
\left(\frac{d\Phi}{dx}\right)^2=\frac{4J}{\varepsilon_0}\sqrt{\frac{M}{2e}}\left(\sqrt{\Phi+W}-\sqrt W\right).
$$

A second integration, with $\sqrt{\Phi+W}$ as the variable, gives

$$
J=\frac49\,\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{\left(\sqrt{V+W}-\sqrt W\right)\left(\sqrt{V+W}+2\sqrt W\right)^2}{s^2},
$$

which returns to the earlier law for $W=0$. The entry speed raises the current density and the ion density by about 22%, and doubling the voltage at fixed current density then thickens the sheath to 3.27 mm instead of 3.36 mm. Both versions leave out the electrons that enter the outer part of a real sheath. These cancel some of the ion charge, so that more ions are needed for the same voltage and thickness, and the densities given here are better read as low estimates.

An oscillating sheath separates the quantities further. Let the drop keep the $(x/s)^{4/3}$ shape at fixed $s$ while its size is modulated by a fraction 0.8 at 13.56 MHz. In the steady sheath of this shape the transit lasts 1.66 periods, so ions entering at different phases gain different energies. For twelve equally spaced phases the impact energy ranges from 234 to 375 eV and the angle from 0.082° down to 0.065°, but the transverse speed is 48.3 m/s each time. In a real radio-frequency sheath the edge itself moves. The law can still be applied between the wafer and a fixed plane beyond the farthest excursion of the edge, since it does not require the electric field to be nonzero at every depth. The distance $s$ is then measured from that plane, and $v_y(0)$ is the transverse velocity there.

This freedom in placing the edge shows that $eBs/M$ is the contribution of a chosen layer. The magnetic field does not begin at the sheath edge. An ion also crosses the presheath, the region in which the plasma accelerates it to the Bohm speed, and is deflected there. At 3 mTorr and 300 K, with a rough collision cross section of $10^{-14}$ cm², the mean free path is $\lambda=10.4$ mm. If an ion travels its last free path before the edge straight toward the wafer under a purely normal electric field, the same law gives a deflection of $\omega_c\lambda=250$ m/s, about five times that of the sheath. This is an estimate of size, since the presheath is neither collisionless nor necessarily planar.

The thermal motion of the ions is also larger than the sheath deflection. For a rough ion temperature of 0.05 eV, the root-mean-square velocity along one transverse axis is 348 m/s, which corresponds to an angular spread of 0.52°. Because $v_y(s)=v_y(0)-\omega_cs$, the sheath shifts the whole distribution of $v_y$ by the same amount and does not change its width, provided that all the ions arrive. The sheath deflection is thus a small displacement of the mean inside a distribution several times wider. Over a trench 1 µm deep, in straight flight, an angle of 0.073° moves the landing point by 1.3 nm, while the thermal spread corresponds to about 9 nm.

Collisions inside the sheath reduce the mean deflection. With this free path, 17.6% of the ions collide while crossing 2 mm. As a simple model, let each collision be a charge exchange that leaves a new ion at rest, with a cross section that does not depend on energy. An ion arriving at the wafer then has a deflection set by the distance $\ell$ from its last collision, or by $s$ if it had none. The probability that no collision occurred within a distance $\ell$ of the wafer is $e^{-\ell/\lambda}$, so the mean free distance, capped at $s$, is

$$
\int_0^s e^{-\ell/\lambda}\,d\ell=\lambda\left(1-e^{-s/\lambda}\right)
=(10.4\ \text{mm})(0.176)=1.8\ \text{mm}.
$$

The mean sheath deflection falls from 48 to about 44 m/s. The cross section of $10^{-14}$ cm² is a rough total value for slow ions and overstates charge exchange at sheath energies, where the value for argon is nearer $4\times10^{-15}$ cm²; with that value about 7% of the ions collide and the mean deflection is about 46.5 m/s. For $\lambda\gg s$ the expression tends to $s$, and the collisionless result returns; for $\lambda\ll s$ it tends to $\lambda$, and the sheath thickness drops out.

The planar assumption fails more easily. If a uniform field $E_y$ acts along the wafer throughout the sheath, the second equation of motion becomes $M\,dv_y/dt=eE_y-eBv_x$. Integrating over the transit time, with $v_y(0)=0$,

$$
v_y(s)=\frac{eE_yt_s}{M}-\omega_cs .
$$

The transit time now enters, and with it the shape of the potential. The deflection is cancelled when

$$
E_y=\frac{Bs}{t_s}=\frac{(0.010)(2\times10^{-3})}{122.2\times10^{-9}}\ \text{V/m}=1.64\ \text{V/cm}
$$

for the $(x/s)^{4/3}$ profile. The normal field has an average of $V/s=1500$ V/cm, so a uniform sideways field of about one part in a thousand of that average is enough to remove the effect or, with the opposite sign, to double it. If instead the field is tilted by the same small angle $\alpha$ at every depth, $E_y=\alpha E_x$, the sideways gain is very nearly $\alpha(v-u_0)$ for any profile, and cancellation needs $\alpha=\omega_cs/(v-u_0)=1.4\times10^{-3}$.

Set beside real magnetically enhanced etching, a field of order 10 mT and a bias of a few hundred volts are ordinary, but 3 mTorr is at the low end: such reactors often run at tens of millitorr. At 30 mTorr, with $s$ held at 2 mm, the free path is ten times shorter and the collision model above gives a mean sheath deflection near 21 m/s for a cross section of $10^{-14}$ cm², and near 34 m/s for the more realistic charge-exchange value of $4\times10^{-15}$ cm². The electrons matter too. Their thermal gyroradius, $\sqrt{m_eeT_e}/(eB)$ with $m_e$ the electron mass, is 0.41 mm here, much smaller than the distance they travel between collisions with the gas, so their motion across the field is restricted and the plasma may become uneven over the wafer. That can change $s$ from place to place and produce fields along the surface, and a field of 1.6 V/cm along the wafer, if it extends through the whole sheath, already changes the result by its full size. A field of that strength confined to a thin layer next to the wafer does much less, because the ions cross that layer quickly. The value 48 m/s should therefore be used as the sheath's share of the mean transverse velocity where the sheath is flat and nearly collisionless, and not as a prediction of the full angular distribution at the wafer. It also refers to a field of fixed direction: where the field is slowly rotated in the wafer plane, as in many such reactors, the deflection turns with it, its time average vanishes, and it adds only 34 m/s rms per axis, widening the 348 m/s thermal spread to about 349 m/s. Most of the values quoted here are collected in the numerical output; the mean deflections with collisions, the thermal shift in the trench and the corrections for the entry speed in the space-charge law follow from them by the formulas above.

## Calculated quantities

```
ion mass: 39.95 u = 6.6339e-26 kg
magnetic field: 10.0 mT
sheath thickness: 2.0 mm
potential drop: 300 V
electron temperature: 3.0 eV
ion cyclotron frequency eB/M: 2.4152e+04 rad/s
entry (Bohm) speed: 2691.7 m/s
transverse speed eBs/M: 48.303 m/s
total impact speed: 38162.0 m/s
impact energy: 301.50 eV
transverse energy: 0.4830 meV
impact angle: 0.0725 deg
sideways shift in 1 um trench: 1.266 nm
profile: transit ns, displacement um, transverse speed m/s
  uniform field: 97.91, 1.680, 48.303
  space charge 4/3: 122.24, 1.876, 48.303
  parabolic: 175.67, 2.365, 48.303
  field reversing: 83.86, 1.695, 48.303
transverse speed at 2V, same s: 48.303 m/s
transverse speed at 2s, same V: 96.606 m/s
RF frequency: 13.56 MHz, modulation 0.8
transit in RF periods: 1.66
RF impact energy: 234.2 to 375.3 eV
RF impact angle: 0.0650 to 0.0823 deg
RF transverse speed: 48.303 to 48.303 m/s
field above which no ion arrives: 7.901 T
strong test field: 5.587 T
  uniform-field profile reaches wafer: True
  late-dropping profile (power 8) reaches wafer: False
cancelling field along wafer: 1.636 V/cm
ion current density: 1.124 mA/cm2
sheath-edge ion density: 2.605e+10 cm^-3
thickness at 2V, same current: 3.364 mm
transverse speed at that thickness: 81.236 m/s
gas: 3.0 mTorr, 300 K
rough collision cross section: 1.0e-14 cm2
ion mean free path: 10.36 mm
fraction colliding in sheath: 17.6 %
rough ion temperature: 0.05 eV
thermal transverse speed (rms, one axis): 347.5 m/s
thermal angular spread: 0.522 deg
deflection over one free path before sheath: 250.1 m/s
electron gyroradius: 0.413 mm
```
